# Inferring a drain-field length from MOSFET substrate current: a program that tests the result

```python
# Result under test: in a saturated n-channel silicon MOSFET with local-field
# impact ionization alpha = A exp(-B/E), the substrate/drain current ratio is
#     R = (A/B) V exp(-B l / V),   V = Vd - Vdsat,
# so a rise F of R/V between V1 and V2 gives l = ln(F) / [B (1/V1 - 1/V2)].
# l: drain-field length; Esat: field at the saturation point;
# lam: energy relaxation length. Internal units: V, nm, V/nm.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1

MV_CM = 0.1            # 1 MV/cm in V/nm
PER_CM = 1e-7          # 1/cm in 1/nm
V1, V2, F = 2.0, 3.0, 17.0
B = 1.7 * MV_CM
A = 2.0e6 * PER_CM     # rough typical value
Esat = 0.04 * MV_CM    # rough typical value
lam = 65.0             # rough typical value, nm
B_bulk = 1.2 * MV_CM   # rough bulk-like alternative
E_phonon = 0.063       # rough optical phonon energy, eV


def infer_length(rise, va, vb, b):
    return np.log(rise) / (b * (1 / va - 1 / vb))


def closed_ratio(v, length):
    return A / B * v * np.exp(-B * length / v)


def exponential_field_ratio(v, length):
    """Direct integral of alpha for E = (v/length) exp(-s/length)."""
    f = lambda s: A * np.exp(-B * length / v * np.exp(s / length))
    return quad(f, 0, 7 * length, epsabs=0, epsrel=1e-10, limit=200)[0]


def cosh_field_ratio(v, length):
    """Direct integral of alpha for E = Esat cosh(y/length)."""
    y_drain = length * np.arcsinh(v / (length * Esat))
    f = lambda y: A * np.exp(-B / (Esat * np.cosh(y / length)))
    return quad(f, 0, y_drain, epsabs=0, epsrel=1e-10, limit=200)[0]


def multiplied_ratio(v, length):
    """Electron current grows along the path; R refers to drain current."""
    return 1 - np.exp(-cosh_field_ratio(v, length))


def rise_of(model, length, va=V1, vb=V2):
    return (model(vb, length) / V2) / (model(va, length) / V1)


def invert(model):
    return brentq(lambda x: np.log(rise_of(model, x) / F), 60, 200)


def lagged_ratio(v, length, relax):
    """Integrate the energy-lag equation to the drain edge and beyond it."""
    def rhs(y, state, field_on):
        field = v / length * np.exp(y / length) if field_on else 0.0
        effective = max(state[0], 1e-6)
        return [(field - state[0]) / relax, A * np.exp(-B / effective)]
    opts = dict(rtol=1e-8, atol=1e-13, max_step=2.0)
    before = solve_ivp(rhs, (-14 * length, 0), [0, 0], args=(True,), **opts)
    after = solve_ivp(rhs, (0, 8 * relax), before.y[:, -1],
                      args=(False,), **opts)
    return before.y[1, -1], after.y[1, -1]


length = infer_length(F, V1, V2, B)

# Field equation integrated step by step, against the cosh solution.
peak_fields = []
for v in (V1, V2):
    def field_rhs(y, s):
        return [s[1], s[0] / length**2, A * np.exp(-B / s[1])]

    def at_drain(y, s, target=v):
        return s[0] - target
    at_drain.terminal = True
    sol = solve_ivp(field_rhs, (0, 20 * length), [0, Esat, 0],
                    events=at_drain, rtol=1e-9, atol=1e-13)
    assert len(sol.t_events[0]) == 1
    u_end, field_end, ratio_end = sol.y_events[0][0]
    assert abs(field_end / np.hypot(v / length, Esat) - 1) < 1e-6
    assert abs(ratio_end / cosh_field_ratio(v, length) - 1) < 1e-5
    peak_fields.append(field_end)

# Ionization integral against the exponential integral and its bounds.
factors = []
for v in (V1, V2):
    x = B * length / v
    direct = exponential_field_ratio(v, length)
    assert abs(direct / (A * length * exp1(x)) - 1) < 1e-7
    factor = direct / closed_ratio(v, length)
    assert x / (x + 1) < factor < (x + 1) / (x + 2)
    factors.append(factor)

# Length from the integrals themselves, without the closed law.
length_exp = invert(exponential_field_ratio)
length_cosh = invert(cosh_field_ratio)
length_mult = invert(multiplied_ratio)
assert abs(length_exp / length - 1) < 0.03    # next term of the expansion
assert abs(length_cosh / length - 1) < 0.10   # also finite Esat
assert abs(length_mult / length_cosh - 1) < 0.01

# Sensitivity to the measured rise, by finite change.
length_rise10 = infer_length(1.1 * F, V1, V2, B)
small = 1e-4
slope = (infer_length(F * (1 + small), V1, V2, B) / length - 1) / small
assert abs(slope * np.log(F) - 1) < 1e-3

# True V larger by 0.1 V than assumed; the raw current ratio is unchanged.
dV = 0.1
raw_rise = F * V2 / V1
true_rise = raw_rise * (V1 + dV) / (V2 + dV)
length_shift = infer_length(true_rise, V1 + dV, V2 + dV, B)
simulated = rise_of(exponential_field_ratio, length_shift, V1 + dV, V2 + dV)
assert abs(simulated / F - 1) < 0.06          # omitted expansion terms


# Phonon scattering rate proportional to 2N + 1 sets B at temperature T.
def scattering(T):
    return 1 + 2 / np.expm1(E_phonon * q_e / (k_B * T))


B_factor = scattering(400) / scattering(300)
length_hot = length / B_factor

# Energy lag: a shorter field length plus lam imitates the local device.
short = length - lam
lag_results = []
for v in (V1, V2):
    to_edge, total = lagged_ratio(v, short, lam)
    summed = short + lam
    assert abs(to_edge / (A * short * exp1(B * summed / v)) - 1) < 1e-3
    assert abs(total / exponential_field_ratio(v, summed) - 1) < 1e-3
    lag_results.append(total)
lag_rise = (lag_results[1] / V2) / (lag_results[0] / V1)
length_apparent = infer_length(lag_rise, V1, V2, B)
assert abs(length_apparent / length - 1) < 0.03
assert abs(length_apparent / short - 1) > 1.0  # not the true field length
length_bulk = infer_length(F, V1, V2, B_bulk)

print("INPUTS")
print(f"V1, V2 = {V1:.1f}, {V2:.1f} V; rise F = {F:.0f}")
print(f"B = {B/MV_CM:.2f} MV/cm; A = {A/PER_CM:.1e} 1/cm (A rough)")
print(f"Esat = {Esat/MV_CM:.2f} MV/cm (rough)")
print(f"energy relaxation length = {lam:.0f} nm (rough)")
print(f"phonon energy = {E_phonon*1000:.0f} meV (rough)")
print("INFERENCE")
print(f"ln F = {np.log(F):.4f}")
print(f"1/V1 - 1/V2 = {1/V1-1/V2:.5f} 1/V")
print(f"product B*l = {B*length:.3f} V")
print(f"inferred l = {length:.2f} nm = {length*1e-7:.3e} cm")
for i, v in enumerate((V1, V2)):
    print(f"V = {v:.1f} V: x = B*l/V = {B*length/v:.3f}")
    print(f"  V/l = {v/length/MV_CM:.4f} MV/cm")
    print(f"  peak field with Esat = {peak_fields[i]/MV_CM:.4f} MV/cm")
    print(f"  R, closed law = {closed_ratio(v, length):.3e}")
    print(f"  R, exponential field = "
          f"{exponential_field_ratio(v, length):.3e}")
    print(f"  integral / closed law = {factors[i]:.4f}")
    print(f"  R, cosh field = {cosh_field_ratio(v, length):.3e}")
print("CORRECTIONS WITHIN THE LOCAL MODEL")
print(f"l from full exponential integral = {length_exp:.1f} nm")
print(f"l with finite Esat = {length_cosh:.1f} nm")
print(f"l with Esat and multiplication = {length_mult:.1f} nm")
print("SENSITIVITY")
print(f"l if F is 10 percent larger = {length_rise10:.1f} nm")
print(f"raw rise R2/R1 = {raw_rise:.1f}")
print(f"if both V are {dV:.1f} V larger: F = {true_rise:.2f}")
print(f"  l = {length_shift:.1f} nm")
print(f"B(400 K)/B(300 K) = {B_factor:.3f}")
print(f"l if data were taken at 400 K = {length_hot:.1f} nm")
print("ENERGY LAG")
print(f"true field length in lagged device = {short:.1f} nm")
for v, r in zip((V1, V2), lag_results):
    print(f"R, lagged device at {v:.1f} V = {r:.3e}")
print(f"rise of R/V, lagged device = {lag_rise:.2f}")
print(f"apparent l, lagged device = {length_apparent:.1f} nm")
print(f"apparent l for B = {B_bulk/MV_CM:.1f} MV/cm = "
      f"{length_bulk:.1f} nm")
print(f"  less relaxation length = {length_bulk-lam:.1f} nm")
print("tests ok")
```

Printed output:

```
INPUTS
V1, V2 = 2.0, 3.0 V; rise F = 17
B = 1.70 MV/cm; A = 2.0e+06 1/cm (A rough)
Esat = 0.04 MV/cm (rough)
energy relaxation length = 65 nm (rough)
phonon energy = 63 meV (rough)
INFERENCE
ln F = 2.8332
1/V1 - 1/V2 = 0.16667 1/V
product B*l = 16.999 V
inferred l = 100.00 nm = 1.000e-05 cm
V = 2.0 V: x = B*l/V = 8.500
  V/l = 0.2000 MV/cm
  peak field with Esat = 0.2040 MV/cm
  R, closed law = 4.789e-04
  R, exponential field = 4.326e-04
  integral / closed law = 0.9032
  R, cosh field = 5.323e-04
V = 3.0 V: x = B*l/V = 5.666
  V/l = 0.3000 MV/cm
  peak field with Esat = 0.3027 MV/cm
  R, closed law = 1.221e-02
  R, exponential field = 1.057e-02
  integral / closed law = 0.8657
  R, cosh field = 1.133e-02
CORRECTIONS WITHIN THE LOCAL MODEL
l from full exponential integral = 101.5 nm
l with finite Esat = 107.3 nm
l with Esat and multiplication = 107.5 nm
SENSITIVITY
l if F is 10 percent larger = 103.4 nm
raw rise R2/R1 = 25.5
if both V are 0.1 V larger: F = 17.27
  l = 109.1 nm
B(400 K)/B(300 K) = 1.161
l if data were taken at 400 K = 86.1 nm
ENERGY LAG
true field length in lagged device = 35.0 nm
R, lagged device at 2.0 V = 4.326e-04
R, lagged device at 3.0 V = 1.057e-02
rise of R/V, lagged device = 16.29
apparent l, lagged device = 98.5 nm
apparent l for B = 1.2 MV/cm = 141.7 nm
  less relaxation length = 76.7 nm
tests ok
```
